# The ion flux that maximises net fluorocarbon film growth

## 1. Definitions and conventions

A plasma sends ions and neutral CF$_2$ radicals to a surface covered by a fluorocarbon film. Ions break bonds and so create places where radicals can attach, but they also sputter the film. The question is which ion flux gives the fastest net growth.

The symbols are:

- $I$: ion flux, per cm² and second.
- $R$: flux of radicals striking the surface, in the same unit.
- $n_s$: number of surface sites per cm².
- $\theta$: fraction of sites that are open, meaning that they carry an ion-made dangling bond. The fraction $1-\theta$ is closed.
- $s$: probability that a radical striking an open site attaches.
- $\beta$: number of sites that one ion would open if all were closed.
- $Y$: number of film units removed per ion, less any that the ion brings with it.
- $G$: net growth in film units per cm² and second, positive when the film thickens.

One film unit is one CF$_2$ group. If the film holds $n$ units per cm³, its thickness grows at the rate $G/n$. The abbreviation

$$a=sR$$

is the attachment rate of a fully open surface.

The model assumes that:

1. The film is continuous and thick enough for ions to stop within it.
2. Radicals attach at open sites only, and each attachment adds one unit and closes the site.
3. Sputtering is linear in ion flux and leaves the open fraction unchanged.
4. $R$, $s$, $\beta$ and $Y$ stay fixed while $I$ is varied. In particular, the ion energy is fixed.

Section 9 relaxes several of these assumptions.

## 2. The balance of growth sites

An ion affects $\beta$ sites on average. Those already open cannot be opened again, so the number newly opened per ion is $\beta(1-\theta)$. Radicals close sites at the rate $sR\theta=a\theta$. Hence

$$n_s\frac{d\theta}{dt}=\beta I(1-\theta)-a\theta .$$

Collecting the terms in $\theta$ gives

$$n_s\frac{d\theta}{dt}=\beta I-(a+\beta I)\theta .$$

In the steady state the left side vanishes, so

$$\theta=\frac{\beta I}{a+\beta I}. \tag{1}$$

For constant fluxes, the deviation from this value decays as $e^{-t/\tau}$, with

$$\tau=\frac{n_s}{a+\beta I}.$$

The steady state may be used when the fluxes vary slowly compared with $\tau$.

The balance needs no assumption about correlations between sites. In this model the chance that a site changes depends on its own state and not on its neighbours'. Averaging over sites therefore gives a closed equation for $\theta$. This would fail if an open site helped or hindered attachment next to it.

## 3. Net growth and its two limits

Attachment adds $a\theta$ units per area and time, and sputtering removes $YI$. With (1),

$$G(I)=\frac{a\beta I}{a+\beta I}-YI. \tag{2}$$

**Few ions**, $\beta I\ll a$. The denominator is close to $a$, and

$$G\simeq(\beta-Y)I .$$

Radicals are plentiful and nearly every open site is soon filled. Growth is limited by sites: each ion yields $\beta$ attached units and costs $Y$. To this order the radical flux drops out. For $\beta>Y$ the estimate needs $\beta I/a\ll1-Y/\beta$, so it fails when $\beta$ is very close to $Y$.

**Many ions**, $\beta I\gg a$. Write the first term of (2) as

$$\frac{a\beta I}{a+\beta I}=a-\frac{a^2}{a+\beta I}.$$

It tends to $a$, so $G\simeq a-YI$. Almost all sites are open and attachment is limited by radicals. Further ions add almost no attachment but still sputter. Where $YI$ is close to $a$, the two terms nearly cancel and the omitted term $a^2/(a+\beta I)$ must be kept.

Growth thus rises at first if $\beta>Y$, and must fall later if $Y>0$. A maximum lies between.

## 4. The optimum ion flux

The quotient rule applied to the attachment term gives

$$\frac{d}{dI}\frac{a\beta I}{a+\beta I}
=\frac{a\beta(a+\beta I)-a\beta I\,\beta}{(a+\beta I)^2}
=\frac{a^2\beta}{(a+\beta I)^2},$$

because the two terms in $a\beta^2I$ cancel. Therefore

$$G'(I)=\frac{a^2\beta}{(a+\beta I)^2}-Y,\qquad
G''(I)=-\frac{2a^2\beta^2}{(a+\beta I)^3}<0 .$$

Since $G''$ is negative for all $I\ge0$, there can be at most one stationary point, and it is a maximum. Setting $G'=0$ gives

$$(a+\beta I)^2=a^2\frac{\beta}{Y}.$$

Both $a$ and $\beta I$ are positive, so the positive root is taken:

$$a+\beta I^*=a\sqrt{\frac{\beta}{Y}} . \tag{3}$$

Subtracting $a$ and dividing by $\beta$,

$$\boxed{I^*=\frac{sR}{\beta}\left(\sqrt{\frac{\beta}{Y}}-1\right),\qquad \beta>Y>0.} \tag{4}$$

The condition $\beta>Y$ makes $I^*$ positive. If $Y\ge\beta$, then for every $I>0$

$$\frac{G}{I}=\frac{a\beta}{a+\beta I}-Y<\beta-Y\le0 ,$$

and no ion flux gives net growth. An existing film then thins until it is gone, where assumption 1 ends the model.

## 5. The state of the surface at the optimum

Let $r=\sqrt{Y/\beta}$, which lies between 0 and 1. Equation (3) reads $a+\beta I^*=a/r$. From (1),

$$\theta^*=1-\frac{a}{a+\beta I^*}=1-r .$$

The sputtering loss is, with $Y/\beta=r^2$,

$$YI^*=\frac{Y}{\beta}\,a\left(\frac1r-1\right)=r^2a\,\frac{1-r}{r}=a\,r(1-r).$$

Attachment supplies $a\theta^*=a(1-r)$. The difference is

$$G^*=a(1-r)-ar(1-r)=a(1-r)^2,$$

that is,

$$\boxed{G^*=sR\left(1-\sqrt{\frac{Y}{\beta}}\right)^2 .} \tag{5}$$

The ratio of loss to attachment is $r=1-\theta^*$. At the optimum, the sputtered share of the attached material equals the closed fraction of the surface.

Two limits show how the optimum depends on the yields. For weak sputtering, $Y\ll\beta$,

$$I^*\simeq\frac{sR}{\sqrt{\beta Y}},\qquad G^*\simeq sR\left(1-2\sqrt{Y/\beta}\right).$$

The optimum flux grows without bound as $Y\to0$, while the growth approaches the radical limit. Near the threshold, put $\beta=Y(1+\varepsilon)$ with $\varepsilon\ll1$. Then $1/r=\sqrt{1+\varepsilon}\simeq1+\varepsilon/2$ and $1-r\simeq\varepsilon/2$, so

$$I^*\simeq\frac{sR\,\varepsilon}{2\beta},\qquad G^*\simeq\frac{sR\,\varepsilon^2}{4}.$$

The peak growth vanishes faster than the optimum flux.

The yields also show what a change of ion energy does. If it multiplies $\beta$ and $Y$ by the same factor $f$, their ratio is unchanged. Then $I^*$ is divided by $f$ and $G^*$ stays the same. A higher peak needs a smaller ratio $Y/\beta$ or a larger $sR$.

## 6. The cost of missing the optimum

Put $z=a+\beta I$. Then $I=(z-a)/\beta$, and (2) becomes

$$G=a-\frac{a^2}{z}-r^2(z-a).$$

Since $G^*=a(1-r)^2=a-2ar+ar^2$,

$$G^*-G=\frac{a^2}{z}-2ar+r^2z=\frac{(a-rz)^2}{z}.$$

By (3), $a=rz^*$ with $z^*=a+\beta I^*$. Hence $a-rz=r(z^*-z)=r\beta(I^*-I)$. With $r^2\beta^2=\beta Y$,

$$G^*-G=\frac{\beta Y\,(I-I^*)^2}{a+\beta I}. \tag{6}$$

The right side is never negative, which confirms the maximum without derivatives. The shortfall is quadratic in the error of the flux, so small errors cost little.

Growth ends where $G=0$ at non-zero $I$. Equation (2) then requires $a\beta/(a+\beta I)=Y$, or $a+\beta I=a\beta/Y$. Thus

$$I_0=\frac{sR}{\beta}\left(\frac{\beta}{Y}-1\right). \tag{7}$$

Because $\beta/Y-1=(1/r-1)(1/r+1)$,

$$I_0=I^*\left(1+\sqrt{\beta/Y}\right).$$

For $\beta>Y$ this factor exceeds 2, so doubling the optimum flux still leaves net growth.

## 7. Worked example

The example is an argon-diluted fluorocarbon plasma with an inductive source. The inputs are rough: pressure 10 mTorr, gas temperature 500 K, CF$_2$ fraction 0.05, $s=0.10$, $\beta=2.0$, $Y=0.4$ and film density 2.0 g/cm³. In this base case the ions bring no carbon.

The ideal-gas law gives a radical density of $9.656\times10^{12}$ cm$^{-3}$. The mean speed is 460.1 m/s, or $4.601\times10^4$ cm/s. The flux on a wall is one quarter of density times mean speed:

$$R=\tfrac14(9.656\times10^{12})(4.601\times10^4)=1.11\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}} .$$

Hence $a=0.10R=1.11\times10^{16}$ cm$^{-2}$ s$^{-1}$. With $\sqrt{\beta/Y}=\sqrt5=2.236$, equation (4) gives

$$I^*=\frac{1.111\times10^{16}}{2}\,(1.236)=6.87\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}} .$$

For singly charged ions this is 1.10 mA/cm².

The open fraction is $1-1/2.236=0.553$, and

$$G^*=1.111\times10^{16}\,(0.5528)^2=3.39\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}} .$$

The film contains $2.409\times10^{22}$ units per cm³. Division gives $1.41\times10^{-7}$ cm/s, or about 85 nm/min. This is the difference between 153 nm/min of attachment and 68 nm/min of sputtering. The lost share, 0.45, equals the closed fraction.

At half the optimum flux the growth is 71.5 nm/min, and at twice the optimum it is 60.2 nm/min. Both follow from (6). Doubling moves the flux twice as far from $I^*$ as halving does. This quadruples the numerator, which outweighs the larger denominator. Growth ends at 3.56 mA/cm².

A simulation of individual sites, with each ion striking two sites at random, gave 71.3, 84.4 and 60.2 nm/min at half, one and two times the optimum. Formula (2) gives 71.5, 84.6 and 60.2 nm/min. The simulation follows separate events and does not use the averaged balance, so it tests the averaging. It shares the assumed surface reactions and cannot test those.

For $n_s=10^{15}$ cm$^{-2}$ the relaxation time is 40 ms. At 85 nm/min the film grows by less than 0.1 nm in that time, so a steady open fraction is a sound approximation for a process lasting seconds.

## 8. Film on silicon but not on oxide

Selective etching of oxide over silicon makes use of a fluorocarbon film that protects silicon more than oxide. In real processes a thin film of steady thickness usually forms on both surfaces, thinner on oxide, and silicon is still etched slowly through it. The model below can only tell a growing film from no film, and it takes the loss per ion on bare silicon to equal the value $Y$ of a thick film, so it is a caricature of the effect. On bare oxide, ions release oxygen, which carries carbon away. Represent this by a larger loss per ion, $Y_{\rm ox}>Y$, which is assumed to keep its full value until the first layer of film is complete. Keep $\beta$, $s$ and $R$ the same on both surfaces. This is a strong simplification, since two bare surfaces need not bind radicals equally.

By (7), a film cannot start on oxide when

$$I>I_{0,\rm ox}=\frac{sR}{\beta}\left(\frac{\beta}{Y_{\rm ox}}-1\right),\qquad Y_{\rm ox}<\beta .$$

If $Y_{\rm ox}\ge\beta$, it cannot start at any ion flux. On silicon it grows for $I<I_0$. Since $Y_{\rm ox}>Y$, the limit for oxide is the lower one, and between the two lies a window with film on silicon only.

The optimum for silicon lies above the oxide limit when

$$\sqrt{\frac{\beta}{Y}}-1>\frac{\beta}{Y_{\rm ox}}-1 .$$

Adding 1 to both sides, then multiplying by $Y_{\rm ox}\sqrt{Y/\beta}$, which is positive, gives

$$Y_{\rm ox}>\sqrt{\beta Y}. \tag{8}$$

The loss on oxide must exceed the geometric mean of the sites opened and the units removed per ion on the film.

In the example, $\sqrt{2.0\times0.4}=0.894$. Taking $Y_{\rm ox}=1.0$ satisfies (8), though narrowly. The window runs from 0.89 to 3.56 mA/cm², and the optimum at 1.10 mA/cm² lies near its lower end. If the loss per ion on oxide were more than about 11% smaller, film could start there at that flux.

The condition concerns a surface that does not yet carry a complete layer of film. If only the covered part of the surface loses material, and oxygen release weakens before the layer is complete, the oxide limit moves to higher ion flux and the window narrows. The limit may then lie above the optimum for silicon, even if (8) holds. Once a film on oxide is thick enough to stop the ions, oxygen release ceases and the loss per ion returns to $Y$. Inside the window such a film would keep growing. In this model the outcome on oxide therefore depends on whether the process starts with a clean surface. Nor does the window give a ratio of etch rates, which would need a model of etching through a thin film.

## 9. What the model neglects

The following changes are made one at a time, with all other inputs as in the example. Their strengths are assumed, so the results are sensitivities.

**Carbon brought by ions.** If each ion brings 0.2 unit on average, the net loss falls from 0.4 to 0.2. Formulas (4) and (5) still hold with the new $Y$. The optimum flux rises by a factor 1.75 and the peak growth by 1.53. If ions bring as much carbon as they remove, or more, then $Y\le0$ and $G'>0$ at every flux: there is no optimum.

**Other rates of site closure.** Let sites close at the rate $ca\theta$ while growth remains $a\theta$. The open fraction becomes $\beta I/(ca+\beta I)$, and setting the derivative of $G$ to zero gives $(ca+\beta I)^2=ca^2\beta/Y$. Hence

$$I^*=\frac a\beta\left(\sqrt{\frac{c\beta}{Y}}-c\right),\qquad
G^*=a\left(1-\sqrt{\frac{cY}{\beta}}\right)^2,\qquad cY<\beta .$$

If half of the attachments leave the site open, $c=0.5$. The optimum flux changes by a factor 0.875 and the peak by 1.53. The peak factor equals that for ion-borne carbon because $G^*$ depends on the product $cY$, which is halved in both cases. If fluorine atoms close sites at 20% of the radical rate, $c=1.2$, and the factors are 1.01 and 0.85. This is a mild case. At $c=3$ the factors are 0.71 and 0.17, and growth ends at $c=\beta/Y=5$. Fluorine atoms move 1.62 times faster than CF$_2$, so 20% corresponds to a density ratio F/CF$_2$ of 0.12 if both react with probability 0.10, but of only 0.012 if every fluorine atom striking an open site closes it. In the second case a ratio near 0.25 stops growth at every ion flux.

**Open sites lost by sputtering.** If each removed unit also takes away an open site with probability $\theta$, the denominator in (1) becomes $a+(\beta+Y)I$. Repeating the derivation of (4) multiplies both $I^*$ and $G^*$ by $\beta/(\beta+Y)=2.0/2.4=0.83$.

**Sticking on closed sites.** A probability of 0.002 there, against 0.10 on open sites, lowers the optimum flux by 2% and raises the peak by 3%.

**Surface temperature.** Suppose $s$ varies as $\exp(E/k_BT)$ with $E=0.1$ eV. Warming the surface from 300 K to 350 K then multiplies $s$ by 0.575. Both $I^*$ and $G^*$ are proportional to $s$ and fall by that factor. At 100 eV per ion the optimum flux carries 0.11 W/cm² to the surface, so cooling matters.

**Radical supply tied to ion flux.** More source power generally makes more ions and also changes the number of radicals. At fixed $I$, equation (2) gives

$$\frac{\partial G}{\partial a}=\left(\frac{\beta I}{a+\beta I}\right)^2=\theta^2>0 .$$

If $R$ rises with $I$ and keeps its old value at the old optimum, growth is therefore still rising there, and the maximum, if one remains, lies at higher flux. For $R\propto I^p$ with $p>1$ none remains, since $G/I$ then rises towards $\beta-Y$. For $R\propto I^{0.3}$, matched to the example at its optimum, the flux factor is 1.66 and the peak factor 1.09. The shift grows steeply with the exponent: 0.5 gives 3.36 and 1.44, and 0.7 gives about 17 and 3.9. If $R=\eta I$ with constant $\eta$, then

$$G=\left(\frac{s\eta\beta}{s\eta+\beta}-Y\right)I$$

is proportional to $I$, and there is no interior maximum.

## 10. Comparison with a real plasma

With argon ions and an electron temperature of 3 eV, the usual sheath-edge estimate $I=0.61\,n_p\sqrt{k_BT_e/M}$ requires a density $n_p$ of about $4\times10^{10}$ cm$^{-3}$, where $M$ is the ion mass and $n_p$ is taken just outside the presheath, the region in which ions are accelerated towards the sheath. At 10 mTorr ions collide with the gas on their way to the wall, so the density in the middle of a chamber with a gap of 5 to 20 cm is roughly two to three times higher, near $10^{11}$ cm$^{-3}$. These densities, and a current of order 1 mA/cm², are within the rough range of low-pressure inductive sources. A film rate of tens to hundreds of nm/min is also a reasonable scale for such plasmas. The values of $s$, $\beta$ and $Y$ are much less certain: they depend on the gas mixture, ion energy and surface, and here they are assumed. The assumption most plainly broken in a reactor is that ion flux can be changed alone. Source power also changes the radical supply, and at fixed bias power it changes the ion energy. The film itself consumes radicals as well. Where attachment is a main loss of radicals in the chamber and the sputtered material does not return to the gas as CF$_2$, $R$ falls as the surface opens, and for a fixed radical source the optimum moves to lower ion flux. With $R$ matched to the example at its optimum, the factor is 0.78 if attachment makes half of the radical loss and 0.59 if it makes nine tenths. If every sputtered unit returns as a radical, the net sink is $G$, which is stationary at the optimum, so $R$ is stationary too and this shift vanishes. Two of the cases in Section 9 have no optimum at all, and the others, at the strengths assumed there, change the optimum flux by factors from 0.575 to 1.75. Stronger fluorine closure or a steeper rise of $R$ with $I$ moves it well outside that range, so 1.1 mA/cm² is an estimate of scale and not a machine setting. Formula (4) can guide a process if radical flux and ion energy are held fixed, ions remove more carbon than they bring, and $s$, $\beta$ and $Y$ have been determined for the film in question and stay fixed as the ion flux varies. Ion-driven etching by fluorine can be counted in $Y$ only if its yield per ion also stays fixed, which fails when the fluorine supply limits the etching. The numerical output below gives the remaining digits.

## Calculated quantities

```
pressure 10 mTorr, gas 500 K, CF2 fraction 0.05
attachment probability on open site s = 0.10
sites opened per ion = 2.0, units removed per ion = 0.4
film density = 2.0 g/cm3 = 2.409e+22 CF2 units/cm3
radical density = 9.656e+12 cm^-3
radical mean speed = 460.1 m/s
radical flux = 1.111e+17 cm^-2 s^-1
s * radical flux = 1.111e+16 cm^-2 s^-1
sqrt(opened/removed) = 2.2361
optimum ion flux = 6.865e+15 cm^-2 s^-1
optimum ion current density = 1.100 mA/cm2
open fraction at optimum = 0.5528
attachment at optimum = 153.0 nm/min
sputtering at optimum = 68.4 nm/min
maximum net growth = 3.394e+15 cm^-2 s^-1
maximum net growth = 84.6 nm/min
net growth at 0.5 x optimum: formula 71.5, simulated 71.3 nm/min
net growth at 1.0 x optimum: formula 84.6, simulated 84.4 nm/min
net growth at 2.0 x optimum: formula 60.2, simulated 60.2 nm/min
growth ends at 2.222e+16 cm^-2 s^-1 = 3.559 mA/cm2
relaxation time of open sites (1e15 sites/cm2) = 40.3 ms
plasma density needed (Ar+, Te 3 eV) = 4.18e+10 cm^-3
ion heat load at 100 eV = 0.110 W/cm2
loss per ion on oxide = 1.00, threshold = 0.894
film on Si but not on oxide: 0.890 to 3.559 mA/cm2
neglected effects: optimum flux and peak growth over base values
  ions bring 0.2 unit each: 1.749, 1.530
  half of attachments leave site open: 0.875, 1.530
  closed-site sticking 0.002: 0.982, 1.029
  F closes sites at 20% of radical rate: 1.011, 0.852
  sputtering also removes open sites: 0.833, 0.833
  radical flux ~ (ion flux)^0.3: 1.664, 1.088
  surface 350 K not 300 K, 0.1 eV binding: 0.575, 0.575
```
